# Negative Transmission-Line Intercepts from Overestimated Electrode Spacings

**The argument under review**

Metal electrodes cross a thin tellurium film cut into a strip of width $W=10\ \mu\text{m}$. The resistance $R$ between neighbouring electrodes is plotted against their spacing $s$, taken from the mask drawing:

| $s$ (nm) | $R$ (Ω) |
|---:|---:|
| 500 | 965.2 |
| 700 | 1464.5 |
| 900 | 1963.8 |
| 1100 | 2463.1 |
| 1300 | 2962.5 |
| 1500 | 3461.8 |

A straight line through these points has slope $2.4966\ \Omega/\text{nm}$ and meets the axis $s=0$ at $-283.1\ \Omega$. The argument then makes three claims.

1. The intercept of such a plot is twice the contact resistance, so each contact has a resistance of $-141.6\ \Omega$.
2. The points lie on a straight line, so the spacings must be right.
3. The contact resistivity computed from this contact resistance is $8.0\times10^{-7}\ \Omega\,\text{cm}^2$, a reasonable value, which supports the analysis.

The resistances are not measurements. They were computed for a model device whose true dimensions are known, so each claim can be compared with what was put in. The questions are whether a contact of this kind can have a negative resistance at all, and, if not, what the intercept measures.

**What a contact resistance is, and why it is positive here**

Take the left electrode of a pair. The film beneath it extends from the back edge, $x=0$, to the front edge, $x=L$, where the gap begins. I assume that the metal is an equipotential, that the film is thin enough for its potential to depend on $x$ alone, and that the interface is linear, with contact resistivity $\rho_c>0$ (voltage across the interface divided by current per unit area). The film has sheet resistance $R_s>0$, at first taken to be the same in the gap and under the metal.

Let $u(x)$ be the metal potential minus the film potential, and $I(x)$ the current in the film towards the gap. The interface under a length $dx$ has area $W\,dx$ and passes the current $uW\,dx/\rho_c$ into the film, so

$$\frac{dI}{dx}=\frac{W}{\rho_c}\,u .$$

By Ohm's law the film potential falls along the current by $R_sI\,dx/W$. The metal potential is constant, so $u$ rises by the same amount:

$$\frac{du}{dx}=\frac{R_s}{W}\,I .$$

Differentiating the second equation and inserting the first gives

$$\frac{d^2u}{dx^2}=\frac{R_s}{W}\,\frac{W}{\rho_c}\,u=\frac{u}{L_T^2},\qquad L_T=\sqrt{\frac{\rho_c}{R_s}} .$$

The transfer length $L_T$ is the distance over which the current changes from metal to film. No current passes the back edge, so $I(0)=0$ and hence $u'(0)=0$. This selects $u=A\cosh(x/L_T)$, and the second equation then gives

$$I(x)=\frac{W}{R_s}\frac{du}{dx}=\frac{WA}{R_sL_T}\sinh\frac{x}{L_T}.$$

The contact resistance is the voltage between the metal and the film at the front edge, divided by the total current:

$$R_c=\frac{u(L)}{I(L)}=\frac{R_sL_T}{W}\coth\frac{L}{L_T}. \tag{1}$$

Every factor is positive. The reason is more general than the formula. By the product rule and the two first-order equations,

$$\frac{d(uI)}{dx}=u\,\frac{dI}{dx}+I\,\frac{du}{dx}=\frac{W}{\rho_c}u^2+\frac{R_s}{W}I^2 .$$

Integrate from $0$ to $L$. The lower limit contributes nothing because $I(0)=0$, and the upper limit gives $u(L)I(L)=I(L)^2R_c$. Therefore

$$I(L)^2R_c=\int_0^L\left(\frac{W}{\rho_c}u^2+\frac{R_s}{W}I^2\right)dx>0 .$$

The first term is the heat produced in the interface and the second the heat produced in the film below the metal. A negative $R_c$ would require the contact to deliver energy, which a linear resistive contact cannot do. The first claim thus contradicts the model from which the rule "intercept equals $2R_c$" is taken.

**What the intercept measures**

Let $g$ be the true gap. The same current passes through the first contact, the film in the gap and the second contact, so their resistances add:

$$R=2R_c+\frac{R_s}{W}\,g . \tag{2}$$

This assumes identical contacts, a uniform film, and current that fills the strip width. The intercept equals $2R_c$ if the horizontal axis is the true gap.

Suppose instead that each recorded spacing is too large by the same length $\delta>0$:

$$s=g+\delta,\qquad\text{that is,}\qquad g=s-\delta .$$

This happens when the metal edges lie outside their drawn positions, for example because the openings in the resist came out too wide. If each edge has advanced by $\delta/2$, two facing edges shorten the gap by $\delta$. The distance between electrode centres is unchanged, and each contact is longer than drawn by $\delta$. Inserting $g=s-\delta$ in (2) gives

$$R=\left(2R_c-\frac{R_s\delta}{W}\right)+\frac{R_s}{W}\,s . \tag{3}$$

The slope is still $R_s/W$. The intercept is now

$$b=2R_c-\frac{R_s\delta}{W}. \tag{4}$$

The subtracted term is the resistance of a film strip of length $\delta$ that was counted as part of the gap but does not belong to it. The point $s=0$ corresponds to $g=-\delta$, a gap of negative length, so $b$ is the resistance of no possible device. The true gap vanishes at $s=\delta$, and there the line has the height $b+R_s\delta/W=2R_c$.

Equation (3) also answers the second claim. A constant offset moves all points sideways by the same distance, and a straight line moved sideways remains straight. In the noise-free data, before they were rounded for the table, the largest deviation from the fitted line is about $3\times10^{-8}\ \Omega$, although every spacing is wrong. Straightness is evidence against offsets that vary irregularly from gap to gap, but not against a common one.

A proportional error behaves differently. If $s=(1+a)g$, then $R=2R_c+R_ss/[W(1+a)]$: the slope changes and the intercept does not. Multiplying the true gaps of the example by 1.1 gives a slope of $2.2696\ \Omega/\text{nm}$ and an intercept of $316.1\ \Omega$, the same as for the true gaps. A wrong magnification therefore cannot by itself make the intercept negative.

**How large the offset must be**

Overestimating the spacings is not sufficient for a negative intercept. By (4), $b<0$ requires

$$\delta>\delta_0=\frac{2R_cW}{R_s}=2L_T\coth\frac{L}{L_T}, \tag{5}$$

where the last form uses (1). The threshold $\delta_0$ is the length of film that has the same resistance as the two contacts together.

For a long contact, $L\gg L_T$, the hyperbolic cotangent tends to one and $\delta_0\to2L_T$. For a short contact, $L\ll L_T$, it tends to $L_T/L$, so that $\delta_0\to2L_T^2/L=2\rho_c/(R_sL)$. Contacts whose true length is short have a higher resistance and tolerate a larger offset before the sign changes. This limit does not apply if the offset comes from advancing metal edges. The true length $L$ is then the drawn length plus $\delta$, so at the threshold it exceeds $\delta_0$, which is itself at least $2L_T$. Since $\coth 2=1.04$, the threshold then lies less than 4 % above $2L_T$, however short the contacts were drawn.

If the sheet resistance under the metal is $R_k$ instead of $R_s$, the derivation of (1) holds with $R_k$ in place of $R_s$:

$$R_c=\frac{R_kL_k}{W}\coth\frac{L}{L_k},\qquad L_k=\sqrt{\frac{\rho_c}{R_k}} .$$

The gap still has sheet resistance $R_s$, so the first form of (5), $\delta_0=2R_cW/R_s$, remains valid, while the last form does not.

**The numbers of the example**

The model film is $t=10$ nm thick, with hole density $p=5\times10^{18}\ \text{cm}^{-3}$ and mobility $\mu=50\ \text{cm}^2/\text{Vs}$. With $e$ the elementary charge,

$$R_s=\frac{1}{e\,p\,\mu\,t}=24\,966\ \Omega\text{ per square}.$$

The contact resistivity is $\rho_c=10^{-6}\ \Omega\,\text{cm}^2$, which gives $L_T=63.3$ nm. The contacts were drawn 2000 nm long and are in truth 2240 nm long, about 35 transfer lengths, so the hyperbolic cotangent is one to all digits shown:

$$R_c=\frac{24\,966\times63.29}{10\,000}\ \Omega=158.0\ \Omega .$$

The resistances in the table come from a resistor network with 2 nm cells for each whole device, which does not use (1). The heat in one contact of the network, divided by the squared current, gives $158.03\ \Omega$, against $158.01\ \Omega$ from (1). This cell error of about $0.04\ \Omega$ for two contacts reaches the last digit of the fitted intercepts: without it, $-283.1$ and $316.1\ \Omega$ would read $-283.2$ and $316.0\ \Omega$.

The offset is $\delta=240$ nm, so the true gaps run from 260 to 1260 nm. Equation (4) gives

$$b=316\ \Omega-\frac{24\,966\times240}{10\,000}\ \Omega=316\ \Omega-599\ \Omega=-283\ \Omega,$$

which is the intercept that the argument interprets. The threshold is $\delta_0=126.6$ nm, and the offset is nearly twice that. With the same film and interface but a true contact length fixed at 60 nm, the threshold would be 171.3 nm; such an offset could not come from advancing edges, but it could come from a constant error in the recorded spacings.

Fitting the same resistances against the true gaps restores the intercept $316.1\ \Omega$ and hence $R_c=158.0\ \Omega$. Only the horizontal axis has been changed.

A smaller offset is less conspicuous. Keep the drawn gaps and let the offset be 100 nm, below the threshold. The intercept is then $+66.4\ \Omega$ and the apparent contact resistance $33.2\ \Omega$, too small by 79 % of the true value. Nothing in the sign warns of this. A negative intercept is the visible part of an error that is already present when the intercept is positive.

**Why a reasonable contact resistivity proves nothing**

The third claim rests on a squared quantity. For long contacts (1) becomes $R_c=R_sL_T/W$, and therefore

$$\frac{(R_cW)^2}{R_s}=R_sL_T^2=\rho_c .$$

The argument inserts the apparent value $b/2$ for $R_c$. From (4) and the definition of $\delta_0$,

$$\frac b2=R_c-\frac{R_s\delta}{2W}=R_c\left(1-\frac{\delta}{\delta_0}\right),$$

so the resistivity it obtains is

$$\rho_{\text{app}}=\frac{(bW/2)^2}{R_s}=\rho_c\left(1-\frac{\delta}{\delta_0}\right)^2 . \tag{6}$$

The square removes the minus sign. For $\delta=240$ nm the bracket is $1-240/126.6=-0.896$ and its square is 0.803, which gives the quoted $8.0\times10^{-7}\ \Omega\,\text{cm}^2$. This is only 20 % below the true value, but for no good reason. At $\delta=2\delta_0=253.2$ nm the bracket is $-1$, and the correct $1.00\times10^{-6}\ \Omega\,\text{cm}^2$ results from a contact resistance of the wrong sign. At $\delta=100$ nm, where the intercept is positive and looks acceptable, the result is $4.4\times10^{-8}\ \Omega\,\text{cm}^2$, too small by a factor of about 23. The sign of $b$ has to be examined before squaring.

**What can be recovered from the data**

The plot supplies two numbers, a slope and an intercept, while the model has three unknowns: $R_s$, $R_c$ and $\delta$. The slope fixes $R_s$, and the intercept fixes only the combination in (4). Take $\delta=300$ nm instead of 240 nm. The same line then requires

$$R_c=\frac12\left(-283.1+2.4966\times300\right)\Omega=232.9\ \Omega,$$

or $\rho_c=2.17\times10^{-6}\ \Omega\,\text{cm}^2$. Network solutions for this second set of devices, with the drawn gaps unchanged, agree with the unrounded resistances of the first set to within 3 parts in $10^5$, and this remainder comes from the finite cells of the network. In (1) the hyperbolic cotangent is practically one for both sets, so within the model no improvement in the resistance measurement could tell them apart.

The requirement $R_c>0$ does give a one-sided statement. Solving (4) for $2R_c$ and demanding a positive result yields

$$\delta>-\frac{b}{R_s/W}=\frac{283.1}{2.4966}\ \text{nm}=113.4\ \text{nm}.$$

This is a lower bound on the offset, not an estimate of it; the actual offset is more than twice as large. Nor may the negative value be replaced by zero and reported as "negligible contact resistance": the two contacts contribute 316 of the $965\ \Omega$ of the shortest device.

The remedy is to measure the gaps themselves, for instance by electron microscopy. This finds a geometric offset only. If the film beside the metal edges conducts better than the rest of the gap, for example because of charge transferred from the metal, the intercept is lowered in the same way although the measured gaps are right; the model with its uniform film leaves this out. The accuracy needed in the gap measurement follows from (4). With $b$ and the slope fixed, an error $\Delta\delta$ in the offset changes $R_c$ by $R_s\Delta\delta/(2W)$, which relative to $R_c$ is $\Delta\delta/\delta_0$. In the example a common error of 10 nm changes $R_c$ by $12.5\ \Omega$, or 8 %.

**How far the model can be trusted for a tellurium film**

The film parameters are rough values for thin p-type tellurium. The contact resistivity depends strongly on how the contact is made, and the conclusion about the sign depends on it: for long contacts $\delta_0$ grows as $\sqrt{\rho_c}$, so with $10^{-5}\ \Omega\,\text{cm}^2$ the threshold would be about 400 nm and the same offset would leave the intercept positive. The offset was chosen for the example. An advance of 120 nm per edge would be a large error for well-controlled electron-beam lithography.

Of the neglected effects considered here, the largest is a difference between the film under the metal and the film in the gap. Doubling the sheet resistance under the metal, with $\rho_c$ fixed, multiplies $R_c$ by $\sqrt2$ for long contacts and raises the intercept by $131\ \Omega$. The other effects considered are smaller:

- Vertical current flow in the film adds $2.5\ \Omega$, if the vertical resistivity is twice that along the current. This is roughly the anisotropy of tellurium with its chain axis along the strip.
- If the chain axis in some gaps is turned by 10° within the film plane, the film resistance there rises by about 1.5 % (the value for a gap much wider than long; the strip edges raise it to 1.6 % for the longest gap). If this rise is applied to the whole resistance of those devices, contacts included, which overestimates the effect, the least favourable choice of gaps raises the intercept by $37\ \Omega$.
- Independent random gap errors of 10 nm give the intercept a standard deviation of $31.5\ \Omega$.
- The parts of the two electrodes that lie on the strip, with $1\ \Omega$ per square, add at most about $9\ \Omega$. Leads outside the strip are not included.

Adding all the shifts upwards, with two standard deviations for the gap errors, gives

$$(-283.1+131.0+2.5+36.6+63.0+8.9)\ \Omega=-41.1\ \Omega .$$

Each shift was computed alone, and they do not simply add. If the film under the metal is twice as resistive in the vertical direction too, the vertical term grows to about $7\ \Omega$, the tilt term to about $40\ \Omega$, and the total is about $-34\ \Omega$. The sign survives for these assumed sizes, but the margin is not large. The factor two under the metal is an assumption, not a bound. Since $2R_c$ grows as $\sqrt{R_k/R_s}$, the intercept turns positive at $R_k/R_s\approx3.6$ from this effect alone, and at about 2.4 with the other shifts as listed. Such factors are possible in a film this thin: for a band bending of 0.1 V and a relative permittivity of 30 to 43, the depletion width at this hole density is 8 to 10 nm, about the film thickness. The list also shows that a common offset is not the sole possible cause of a negative intercept. Where $2R_c$ is only a few tens of ohms, random gap errors of this size could produce one. To produce the intercept found here, they would have to lower it from $316$ to $-283\ \Omega$, that is by $599\ \Omega$, or 19 standard deviations.

Linearity is a safe assumption at a bias of 10 mV: at most 1.6 mV falls across one contact, well below the thermal voltage of 25.9 mV at 300 K. Heating of the shortest gap through 300 nm of oxide is estimated at 9 mK. The mean free path estimated for a degenerate bulk hole gas, $\hbar k_F\mu/e$ with $k_F=(3\pi^2p)^{1/3}$, is 1.7 nm. This gives the order of magnitude only, because $k_F$ times this length is about 0.9 and the Fermi wavelength of 12 nm is comparable with the film thickness. A few nanometres is still far below the shortest gap, so Ohm's law may be used along the film.

**Assessment**

The inference to a negative contact resistance should be withdrawn. The data are compatible with ordinary contacts of $158\ \Omega$ and gaps 240 nm shorter than drawn, but the resistances alone do not single out that pair. The contact resistance should be stated after the gaps have been measured, with the uncertainty of their common offset carried into it. The numerical output lists the values for the main cases discussed.

## Computed results

```
film thickness: 10 nm
hole density: 5.0e+18 cm^-3
hole mobility: 50 cm2/Vs
temperature: 300 K
sheet resistance: 24966 ohm/sq
contact resistivity: 1.00e-06 ohm cm2
mesa width: 10000 nm
contact length, drawn / true: 2000 / 2240 nm
spacing offset: 240 nm
transfer length: 63.29 nm
Rc from formula: 158.01 ohm
Rc from contact heat: 158.03 ohm
drawn 500 nm, true 260 nm: R = 965.2 ohm
drawn 700 nm, true 460 nm: R = 1464.5 ohm
drawn 900 nm, true 660 nm: R = 1963.8 ohm
drawn 1100 nm, true 860 nm: R = 2463.1 ohm
drawn 1300 nm, true 1060 nm: R = 2962.5 ohm
drawn 1500 nm, true 1260 nm: R = 3461.8 ohm
fitted slope: 2.4966 ohm/nm
intercept, drawn gaps: -283.1 ohm
apparent Rc, drawn gaps: -141.6 ohm
largest fit residual: 3.3e-08 ohm
intercept, true gaps: 316.1 ohm
Rc, true gaps: 158.0 ohm
drawn-gap line read at s = offset: 316.1 ohm
intercept, true gaps times 1.1: 316.1 ohm
slope, true gaps times 1.1: 2.2696 ohm/nm
threshold offset: 126.6 nm
threshold offset, 60 nm contacts: 171.3 nm
intercept, 100 nm offset: 66.4 ohm
apparent Rc, 100 nm offset: 33.2 ohm
least offset allowed by Rc > 0: 113.4 nm
alternative offset: 300 nm
alternative Rc: 232.9 ohm
alternative contact resistivity: 2.17e-06 ohm cm2
largest relative data difference: 2.8e-05
contact resistivity from squared apparent Rc: 8.03e-07 ohm cm2
same, 100 nm offset: 4.41e-08 ohm cm2
twice the threshold offset: 253.2 nm
same, twice the threshold offset: 1.00e-06 ohm cm2
shift, sheet resistance doubled under metal: 131.0 ohm
resistivity anisotropy used: 2.0
shift, vertical spreading: 2.51 ohm
worst shift, 10 degree texture tilts: 36.6 ohm
std. dev., 10 nm random gap errors: 31.5 ohm
electrode sheet resistance: 1.0 ohm/sq
shift bound, electrode resistance: 8.9 ohm
intercept, all shifts and 2 std. dev. added: -41.1 ohm
test bias: 10 mV
largest voltage on one contact: 1.64 mV
thermal voltage: 25.85 mV
oxide thickness: 300 nm
oxide thermal conductivity: 1.4 W/(m K)
heating, shortest gap: 8.5 mK
mean free path estimate: 1.7 nm
```
